Phase Information of Lossy NOON States Compared with Independent Photons

An interferometer has two arms, a and b. A film in arm a delays each photon there by a phase φ, so that the number state |n⟩ in that arm acquires the factor exp(inφ). The probe is the NOON state

|Ψ₀⟩ = (|N,0⟩ + |0,N⟩)/√2,

where |n,m⟩ means n photons in arm a and m in arm b. After preparation, each photon survives to detection with probability T, the same in both arms. T is an intensity transmission and includes detector efficiency. The problem is to find how much the surviving light reveals about φ, and when N independent photons would do better.

Photons are counted as launched into the arms. Both strategies then also send the same mean number, N/2, through arm a. Losses during preparation are left out until part (h).

**(a) Find the state that remains after loss.**

Represent the loss in each arm by a beam splitter that couples it to an empty environment mode e:

a† → √T a† + √(1−T) e†.

Apply this to |n⟩ = (a†)ⁿ|0⟩/√(n!) and expand the power. The term with k photons lost has the binomial coefficient C(n,k), and the operators acting on the vacuum supply √((n−k)! k!). Since

C(n,k) √((n−k)! k!)/√(n!) = √C(n,k),

the result is

|n⟩ → Σₖ cₖ |n−k⟩|k⟩ₑ, cₖ² = C(n,k) T^(n−k) (1−T)^k.

The NOON state, with its phase, therefore becomes

(1/√2) Σₖ cₖ [exp(iNφ) |N−k,0⟩|k,0⟩ₑ + |0,N−k⟩|0,k⟩ₑ].

The environment is not observed, so we trace over it. Two terms keep their mutual coherence only if their environment states coincide. The states |k,0⟩ₑ and |0,k′⟩ₑ are orthogonal unless k = k′ = 0. Hence

ρ = T^N |Ψ⟩⟨Ψ| + ρ_lost,

|Ψ⟩ = (exp(iNφ)|N,0⟩ + |0,N⟩)/√2,

ρ_lost = ½ Σₖ≥₁ cₖ² (|N−k,0⟩⟨N−k,0| + |0,N−k⟩⟨0,N−k|).

A single lost photon is enough to record in the environment which arm held all N photons. What remains is a mixture without φ in it.

If the loss precedes the film, the factor in the first term is exp(i(N−k)φ). It differs from exp(iNφ) by a phase that depends on the environment state |k,0⟩ₑ alone, and this phase cancels in the trace. The order of loss and phase shift does not matter.

**(b) Define the quantum Fisher information and evaluate it for ρ.**

Suppose a measurement has outcomes x with probabilities pₓ(φ), and write a dot for d/dφ. An unbiased estimate g(x) obeys Σ pₓ g = φ for all φ. Differentiating, and using Σ ṗₓ = 0, gives Σ ṗₓ(g−φ) = 1. The Cauchy–Schwarz inequality then yields

1 ≤ [Σ pₓ(g−φ)²] F_c, F_c = Σ ṗₓ²/pₓ.

The variance is thus at least 1/F_c, or 1/(νF_c) for ν independent repetitions, because their information adds.

To bound F_c over all measurements, define a Hermitian operator L by

ρ̇ = (Lρ + ρL)/2.

Let the positive operators Eₓ, with Σ Eₓ = 1, describe the measurement, so that pₓ = Tr(ρEₓ). Then ṗₓ = Re Tr(ρEₓL), and Cauchy–Schwarz for the operators √Eₓ√ρ and √Eₓ L√ρ gives

ṗₓ² ≤ pₓ Tr(Eₓ LρL).

Divide by pₓ and sum over x:

F_c ≤ Tr(ρL²) ≡ F.

In the eigenbasis of ρ, with eigenvalues λᵢ, the definition of L gives Lᵢⱼ = 2ρ̇ᵢⱼ/(λᵢ+λⱼ). Symmetrizing the trace in i and j,

F = ½ Σ (λᵢ+λⱼ)|Lᵢⱼ|² = 2 Σ |ρ̇ᵢⱼ|²/(λᵢ+λⱼ),

where pairs with λᵢ+λⱼ = 0 are omitted.

For our ρ, only the N-photon part depends on φ. Introduce the orthogonal partner

|Ψ⊥⟩ = (exp(iNφ)|N,0⟩ − |0,N⟩)/√2.

Adding the two states isolates |N,0⟩, so

|Ψ̇⟩ = iN exp(iNφ)|N,0⟩/√2 = (iN/2)(|Ψ⟩ + |Ψ⊥⟩).

In the derivative of |Ψ⟩⟨Ψ| the diagonal terms cancel:

ρ̇ = T^N (iN/2)(|Ψ⊥⟩⟨Ψ| − |Ψ⟩⟨Ψ⊥|).

The eigenvalue of ρ is T^N for |Ψ⟩ and zero for |Ψ⊥⟩, since ρ_lost contains fewer than N photons. Two matrix elements contribute, each of size N T^N/2:

F_N = 2 · 2 · (N T^N/2)²/T^N = N² T^N.

The factor N² comes from the N-fold phase. The factor T^N is the probability that the whole group survives.

**(c) Find a measurement that reaches this value.**

Combine the arms on a balanced beam splitter,

a† → (c†+d†)/√2, b† → (c†−d†)/√2,

and count the photons in both outputs. The amplitude for |N,0⟩ to give N−m photons in c and m in d is √C(N,m)/2^(N/2). For |0,N⟩ it has the further factor (−1)^m. With all photons present,

p_m = T^N C(N,m) 2^(−N) ½ |exp(iNφ) + (−1)^m|²
= T^N C(N,m) 2^(−N) [1 + (−1)^m cos Nφ].

Since (1−1)^N = 0, the binomial coefficients with even m and those with odd m have equal sums, 2^(N−1) each. The total probabilities of even and odd m are therefore

p± = T^N (1 ± cos Nφ)/2.

Within each class the distribution over m is independent of φ, so grouping loses nothing. Events with missing photons carry no phase. The information is

F_c = (N T^N sin Nφ)²/4 · (2/T^N) [1/(1+cos Nφ) + 1/(1−cos Nφ)].

The bracket equals 2/sin² Nφ, which leaves F_c = N² T^N. This holds wherever sin Nφ ≠ 0, and also as a limit at the fringe extrema.

An explicit estimator shows the same thing. Of ν states sent, about n = νT^N arrive complete. The contrast between even and odd events has mean cos Nφ and variance sin² Nφ/n. Dividing by the squared slope, N² sin² Nφ, gives for large n

Var φ = 1/(nN²) = 1/(νN² T^N).

This estimator has two conditions. The detectors must count photons, so that incomplete events can be recognized. And the phase must already be known to lie within one half-period of the fringe, for instance 0 < Nφ < π, because a cosine has to be inverted.

**(d) Find the information carried by N independent photons.**

Each photon is prepared in (|1,0⟩+|0,1⟩)/√2, which is the case N = 1, so it carries information T. For a product state ρ₁⊗ρ₂ the operator L is L₁ + L₂, and

Tr(ρL²) = Tr(ρ₁L₁²) + Tr(ρ₂L₂²) + 2 Tr(ρ₁L₁) Tr(ρ₂L₂).

The last term vanishes because Tr(ρ₁L₁) = Tr ρ̇₁ = 0. Information therefore adds, and N photons carry

F_ind = N T.

A lost photon costs one share of the information here, whereas in a NOON state it costs the whole group.

**(e) Decide when the NOON state wins, and which N is best.**

The ratio at equal photons launched is

G = F_N/F_ind = N T^(N−1).

The NOON state carries more information if and only if G > 1. For N = 1 the two are the same state and G = 1. For N ≥ 2 the condition reads

T > T*(N) = N^(−1/(N−1)), that is, −ln T* = ln N/(N−1).

The right-hand side is the average of 1/x over the interval from 1 to N, which falls as N grows. The required transmission thus rises with N, from its lowest value, 1/2, at N = 2. If T ≤ 1/2, no NOON state with N ≥ 2 wins in this comparison.

Now fix a total budget of M photons and divide it into M/N groups. The information is

(M/N) N² T^N = M N T^N.

Going from N to N+1 multiplies this by T(N+1)/N. The step pays if T > N/(N+1), equivalently N < T/(1−T). The best size is therefore the smallest positive integer N ≥ T/(1−T). When T/(1−T) is itself an integer, the next size is equally good.

Two limits show what loss does to the quadratic law. Put T = 1−ε. While Nε ≪ 1,

G ≈ N[1 − (N−1)ε],

and the advantage is nearly N. At fixed T < 1, however, the exponential defeats the linear factor and G → 0 as N → ∞. Treating N as continuous, d ln G/dN = 1/N + ln T vanishes at N = 1/|ln T|, where T^N = 1/e. Therefore

G ≤ 1/(e T |ln T|),

which is about 1/(eε) for small ε. The loss sets a ceiling on the gain that larger NOON states cannot lift.

**(f) Include imperfect fringe visibility and unequal arms.**

Let the phase jitter from one state to the next by a Gaussian δ of standard deviation σ. The average of sin Nδ is zero and that of cos Nδ is exp(−N²σ²/2), so

⟨cos N(φ+δ)⟩ = V cos Nφ, V = exp(−N²σ²/2).

With p± = T^N(1 ± V cos Nφ)/2, the calculation of part (c) gives

F = N² T^N V² sin² Nφ/(1 − V² cos² Nφ).

Write s = sin² Nφ. The last factor becomes V²s/(1−V²+V²s), which for V < 1 increases with s. The best phase is Nφ = π/2, and there F = V² N² T^N. Against ideal independent photons, the NOON state then wins if V > 1/√G.

For unequal transmissions Tₐ and T_b, set A = Tₐ^N and B = T_b^N. No photon is lost with probability P = (A+B)/2, and the surviving state is

|ψ⟩ = √q exp(iNφ)|N,0⟩ + √(1−q)|0,N⟩, q = A/(A+B).

Its orthogonal partner is √(1−q) exp(iNφ)|N,0⟩ − √q|0,N⟩. The overlap of this partner with |ψ̇⟩ has magnitude N√(q(1−q)), in place of the N/2 of part (b). Consequently

F = 4P N² q(1−q) = 2N² AB/(A+B).

For A = B = T^N this returns N² T^N.

**(g) Apply the result to the thickness of a silica film.**

A silica film of thickness d = 100 nm forms a step on a fused-silica window, measured in transmission at λ = 810 nm. The reference arm crosses bare window. The film replaces air over the length d, so, with reflections ignored and the index of air set to 1 (an error of about 0.06 nm in d if n is an absolute index),

φ = 2π(n−1)d/λ.

Take n = 1.46, T = 0.78 and one million photons launched; these are rough working values. The conversion from phase to thickness is

λ/[2π(n−1)] = 810 nm/(2π × 0.46) = 280.3 nm per radian,

and the film phase is 100/280.3 = 0.357 rad.

Two independent photons carry 2 × 0.78 = 1.56 rad⁻². One N = 2 state carries 4 × 0.78² = 2.434 rad⁻². The gain is G = 2 × 0.78 = 1.56. The standard errors are

single photons: 1/√(10⁶ × 0.78) = 1.132 mrad, or 0.317 nm,

pairs: 1/√(5×10⁵ × 2.434) = 0.907 mrad, or 0.254 nm.

Pairs reduce the error by about 20 percent relative to single photons. Equivalently, single photons reach the pair error with 1.56 times as many photons. In 4000 simulated repetitions of the whole measurement, inverting the contrast of part (c) gave scatters of 0.317 nm and 0.256 nm. This agrees with the formula within the roughly 1 percent to which so many repetitions fix a standard deviation.

The pair fringe repeats every 880 nm of thickness. Inverting its cosine therefore requires the film to be known beforehand to lie within a 440 nm interval, here 0 to 440 nm, provided the two arms are balanced in the absence of the film.

At the same T = 0.78, larger states give:

N = 3: G = 1.825
N = 4: G = 1.898
N = 5: G = 1.851
N = 10: G = 1.069
N = 11: G = 0.917

The maximum at N = 4 agrees with T/(1−T) = 3.545. The advantage has gone at N = 11, whose break-even transmission of 0.787 lies just above 0.78. At T = 0.45, even pairs lose, with G = 0.90.

**(h) Judge how far the example survives in a real instrument.**

*Preparation.* Pairs are the accessible case. With one photon in each input of the beam splitter of part (c),

a†b† → (c†+d†)(c†−d†)/2 = (c†² − d†²)/2,

which creates (|2,0⟩ − |0,2⟩)/√2, an N = 2 NOON state with a constant phase offset. If only a fraction s of the photons produced ends up in NOON states and the rest is discarded before the sample, the gain per photon produced is sG, compared with single photons prepared without loss. The gain per photon launched remains G.

*Visibility.* Assume V = 0.97 for pairs, with the symmetric fringe 1 ± V cos Nφ of part (f), and keep the single photons ideal. All values for V = 0.97 in this part use that form unless stated otherwise. At the best phase the gain is 0.97² × 1.56 = 1.468. At the phase of the film itself it is 1.361, so an adjustable phase offset is worth having. At the best phase, pairs need V above 0.801 to win. These numbers depend on what lowers the visibility. If the two photons prepared above overlap only partly, with overlap μ, a complete pair gives a coincidence with probability (3−μ)/4 + (1+μ) cos 2φ/4, so V = (1+μ)/(3−μ) and the gain tends to (1+μ)T as φ → 0. For V = 0.97 (μ = 0.9695) the gain with counting detectors is then 1.536 at best and 1.533 at the film phase, and pairs win for V above 0.472. With click detectors and a π/2 offset the two forms give similar values (1.311 instead of 1.289).

*Detectors that click without counting.* Such a detector confuses two photons in one output with a lone survivor of a broken pair. The survivor reaches a given output with probability T(1−T) = 0.78 × 0.22 = 0.17, independent of φ, and so dilutes the signal. Coincidences cannot be imitated by a lone survivor, so the result now depends on the relative sign in the state. For |Ψ₀⟩, with the plus sign, coincidences are rare at the film phase, and the gain falls to 1.486 with perfect visibility and to 1.289 with V = 0.97. With perfect visibility it returns to 1.56 in the limit φ → 0; with V = 0.97, adjusting the phase to about 0.42 rad recovers only 1.301. For the state with the minus sign prepared above, the gain at the film phase is only 0.434 and 0.407, so pairs lose unless a phase offset is added; an offset of π/2 in φ restores the values of the plus sign. All these numbers take T as known. If T must be fitted from the same clicks, 1.486 and 1.289 become 1.370 and 1.179, and this fit needs the number of pairs launched to be known. If that number is unknown as well, the clicks at one phase setting supply two independent rates (the two single-click rates are equal) for three unknowns, and φ cannot be extracted.

*Unequal arms.* With transmissions 0.78 and 0.74, the gain is 1.518 when both strategies use the same arms.

*Real transmission.* The value T = 0.78 is favourable, because it must cover every optical surface, the coupling and the detector. Silicon avalanche photodiodes detect very roughly half to two thirds of the photons near this wavelength, and they click without counting. With click detection and V = 0.97, pairs at their best phase already lose to ideal single photons below T ≈ 0.62. With further coupling losses T can easily drop to 1/2 or below in both arms, where part (e), for equal arms, rules out any advantage of NOON states over independent photons even with ideal detection. Below 1/2 in one arm alone a small gain can remain: part (f) gives 1.065 for pairs with transmissions 0.45 and 0.78. The design rule is to measure the complete transmission from the prepared state to the recorded count before choosing a NOON state.

*Systematic errors.* Reflections at the two surfaces of the film shift the inferred thickness by about 0.1 nm, for the window index 1.453 used here. This is over a third of the pair error. The shift comes from light reflected once at each surface, so it is nearly proportional to the small index step between film and window, 1.460 − 1.453 = 0.007. It can be corrected only as well as this step is known: an index error of 0.005 leaves about 0.1 nm × 0.005/0.007 ≈ 0.07 nm uncertain. The reflections also change the transmission of the film arm by about 0.15 percent relative to the bare arm, which is negligible here. These values treat the window as infinitely thick. If its back face is uncoated and parallel to the front, light reflected across the whole window adds to the shift. When the coherence length is short compared with the window, the total becomes about 0.35 nm for single photons and, for pairs from a monochromatic pump, between 0.1 and 0.6 nm depending on the window thickness. These are shifts of the fringe phase. The echoes also lower the visibility, to about 0.998 for single photons and 0.996 for pairs, so that inverting the contrast as in part (c) at the film phase reads about 1.8 nm and 0.7 to 1.2 nm instead. When the coherence length is long it can reach about ±17 nm. The back face must therefore be coated or wedged. A difference δw in window thickness between the two spots is read as a film thickness δw(1.453−1)/(1.46−1) = 0.985 δw, which is 286 nm for one arcminute of wedge over 1 mm. The zero of φ therefore needs its own measurement without the film; splitting the same million photons equally between the two doubles the statistical error of either strategy. The visibility must also be known. An error δV shifts the inverted phase by (δV/V) cot(Nφ)/N to first order, which for pairs at the film phase is 0.83 nm for δV = 0.005; taking V = 0.97 as 1 gives 4.8 nm. This shift vanishes at Nφ = π/2.

Two other errors are larger than the shift from the film surfaces. A slow path drift δs during the measurement is read as a thickness change

δd = δs/(n−1),

so a drift of 1 nm produces 2.17 nm. An index error δn at fixed measured phase leaves the product (n−1)d unchanged, so to first order

|δd| = d δn/(n−1) = 100 nm × 0.005/0.46 = 1.09 nm.

These are about nine and four times the statistical error of the pairs. They are the same for both strategies, since each converts the same φ into thickness, and entanglement does not reduce them. For the drift contribution to stay below 0.254 nm, the path must hold to 0.254 × 0.46 ≈ 0.12 nm. Until the path, the index, the zero of the phase and the visibility are controlled at this level, the smaller statistical error of the pairs does little for the absolute thickness. It helps more when the number of photons launched is restricted, since the statistical error then grows while these two errors stay fixed. A limit on the light crossing the film is a different constraint. Single photons that enter the film arm with probability q carry 4q(1−q)T each by part (f), that is 4(1−q)T per photon crossing the film: 2.81 rad⁻² at q = 0.1, approaching 3.12 as q → 0. Balanced NOON states carry 2N T^N per photon crossing the film, 2.43 for pairs and at most 2.96, at N = 4. At T = 0.78 they then have no advantage over sufficiently unbalanced single photons. NOON states unbalanced in the same way carry 4(1−q)N T^N per photon crossing the film by part (f), 4.38 for pairs at q = 0.1, so the gain G returns when both strategies use the same q. With the balanced beam splitter of part (c) these unbalanced values are reached only at Nφ = π/2; single photons with q = 0.1 give 0.50 instead of 2.81 at the film phase.

The numerical output below lists the main values used here.

Table of computed values

```
Wavelength: 810 nm
Film thickness: 100 nm
Film index, window index: 1.460, 1.453
Transmission per arm T: 0.78
Photons sent: 1000000
Film phase: 0.3568 rad
Thickness per phase: 280.3 nm/rad
Thickness period of pair fringe: 880 nm
Information, one single photon: 0.7800 rad^-2
Information, two single photons: 1.5600 rad^-2
Information, one N=2 NOON state: 2.4336 rad^-2
Gain for N=2: 1.560
Phase error, single photons: 1.132 mrad
Phase error, N=2 pairs: 0.907 mrad
Thickness error, single photons: 0.317 nm
Thickness error, N=2 pairs: 0.254 nm
Simulated scatter, single photons: 0.317 nm
Simulated scatter, N=2 pairs: 0.256 nm
N=2: N^2 T^N = 2.434 rad^-2, gain = 1.560, break-even T = 0.5000
N=3: N^2 T^N = 4.271 rad^-2, gain = 1.825, break-even T = 0.5774
N=4: N^2 T^N = 5.922 rad^-2, gain = 1.898, break-even T = 0.6300
N=5: N^2 T^N = 7.218 rad^-2, gain = 1.851, break-even T = 0.6687
N=10: N^2 T^N = 8.336 rad^-2, gain = 1.069, break-even T = 0.7743
N=11: N^2 T^N = 7.867 rad^-2, gain = 0.917, break-even T = 0.7868
Break-even T from simulation, N=2: 0.5000
Break-even T from simulation, N=3: 0.5774
Break-even T from simulation, N=4: 0.6300
T/(1-T): 3.545
Best N for fixed photon budget: 4
Gain for N=2 at T=0.45: 0.900
Neglected effects (single photons kept ideal in the next 6 lines):
Pair visibility assumed: 0.97
Gain with this visibility, film phase: 1.361
Gain with this visibility, best phase: 1.468
Gain with click detectors, film phase: 1.486
Gain with both, film phase: 1.289
Gain with both, best phase 0.42 rad: 1.301
Visibility needed at best phase, N=2: 0.801
Gain with arms 0.78 and 0.74: 1.518
Thickness shift from film reflections: 0.097 nm
Film arm / bare arm transmission: 0.99853
Thickness error from 1 nm path drift: 2.17 nm
Thickness error from index error 0.005: 1.09 nm
```
